# Neutral position of a finite step barrier at a jellium surface: a numerical check

```python
"""Neutral position of a finite step barrier at a jellium surface.

Result under test, with s = kF/k0 = sqrt(EF/V0) <= 1:
  kF*a = 3*pi/8 - (3/4)*[(2 - 1/s^2)*arcsin(s) + sqrt(1 - s^2)/s]
a     : position of the step, measured outward from the background edge
kF, EF: Fermi wavenumber and Fermi energy of the bulk metal
V0    : step height, V0 = hbar^2 k0^2/(2m)
gamma : phase shift arcsin(k/k0); inside wave sin(k*depth + gamma)
Reduced units in the functions: kF = 1, energies in EF (energy = k^2).
"""
import numpy as np
import sympy as sp
from scipy import constants as const

HARD_WALL = 3 * np.pi / 8


def neutral_position(s):
    """Derived closed form for kF*a."""
    return HARD_WALL - 0.75 * ((2 - 1 / s**2) * np.arcsin(s)
                               + np.sqrt(1 - s**2) / s)


def gauss(n, low, high):
    t, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (t + 1) / 2, w * (high - low) / 2


# wavenumbers k = sin(theta) keep the integrands smooth even for s = 1
THETA, W_THETA = gauss(600, 0.0, np.pi / 2)
K = np.sin(THETA)
# weight of |psi_k|^2 in n/nbar
W_K = 3 * (1 - K**2) * np.cos(THETA) * W_THETA


def density_inside(depth, s):
    phase = np.arcsin(s * K)
    return np.sin(np.outer(depth, K) + phase)**2 @ W_K


def charge_parts(s, reach=200.0):
    """Integrals of (n/nbar - 1) inside and n/nbar outside the step."""
    depth, w = gauss(1500, 0.0, reach)
    inside = w @ (density_inside(depth, s) - 1)
    if s == 0:
        return inside, 0.0
    t, wt = gauss(600, 0.0, 1.0)
    distance = reach * t**2
    kappa = np.sqrt(1 / s**2 - K**2)
    n_out = np.exp(-2 * np.outer(distance, kappa)) @ (W_K * (s * K)**2)
    outside = (wt * 2 * reach * t) @ n_out
    return inside, outside


def slab_levels(s, width, n_basis=700):
    """Levels of a finite square well, diagonalized in a larger hard box."""
    pad = 12 / np.sqrt(1 / s**2 - 1)
    box = width + 2 * pad

    def cosine_overlap(q):
        safe = np.where(q == 0, 1, q) * np.pi
        value = (np.sin(safe * (pad + width) / box)
                 - np.sin(safe * pad / box)) / safe
        return np.where(q == 0, width / box, value)

    j = np.arange(1, n_basis + 1)
    in_well = (cosine_overlap(j[:, None] - j[None, :])
               - cosine_overlap(j[:, None] + j[None, :]))
    h = np.diag((j * np.pi / box)**2) + (np.eye(n_basis) - in_well) / s**2
    levels = np.linalg.eigvalsh(h)
    return levels[levels < 1]


# Test: neutrality from the explicit density, several barrier heights.
# Cutting the Friedel tail at depth 200 leaves an error of order 1e-5.
ratios = [1.0, 1.5, 2.0, 4.0, 10.0, 100.0]
from_density = []
for ratio in ratios:
    s = 1 / np.sqrt(ratio)
    inside, outside = charge_parts(s)
    from_density.append(-(inside + outside))
    assert abs(from_density[-1] - neutral_position(s)) < 5e-5
hard_wall_density = -sum(charge_parts(0.0))
assert abs(hard_wall_density - HARD_WALL) < 5e-5
assert np.all(np.diff(from_density + [hard_wall_density]) > 0)
assert abs(from_density[0]) < 5e-5

# Test: inside and outside parts per state add up to half of d(gamma)/dk.
k0 = 1.3
for k in (0.2, 0.6, 0.95):
    g = np.arcsin(k / k0)
    slope = (np.arcsin((k + 1e-5) / k0) - np.arcsin((k - 1e-5) / k0)) / 2e-5
    parts = (np.sin(2 * g) / (4 * k)
             + np.sin(g)**2 / (2 * np.sqrt(k0**2 - k**2)))
    assert abs(parts - slope / 2) < 1e-8

# Test: phase shift and neutral position from diagonalized slabs.
# The mean over widths spanning pi/kF removes the quantum-size oscillation.
s_ex = 1 / np.sqrt(2.0)
slab_positions, phase_error = [], 0.0
for i in range(8):
    width = 120 + np.pi * (i + 0.5) / 8
    levels = slab_levels(s_ex, width)
    k_n = np.sqrt(levels)
    number = np.arange(1, len(k_n) + 1)
    mismatch = k_n * width + 2 * np.arcsin(s_ex * k_n) - number * np.pi
    phase_error = max(phase_error, np.max(np.abs(mismatch)))
    electrons_per_area = np.sum(1 - levels) / (2 * np.pi)
    background_width = electrons_per_area * 3 * np.pi**2
    slab_positions.append((width - background_width) / 2)
slab_mean = np.mean(slab_positions)
assert phase_error < 2e-3
assert abs(slab_mean - neutral_position(s_ex)) < 2e-3

# Test: high-barrier expansion, obtained symbolically from the closed form.
x = sp.symbols('x', positive=True)
scaled = (3 * sp.pi * x**2 / 8 - sp.Rational(3, 4)
          * ((2 * x**2 - 1) * sp.asin(x) + x * sp.sqrt(1 - x**2)))
series = sp.expand(sp.series(scaled, x, 0, 8).removeO())
expected = (3 * sp.pi * x**2 / 8 - x**3 - x**5 / 10
            - sp.Rational(9, 280) * x**7)
assert sp.simplify(series - expected) == 0

# Test: charge beyond a high step, and density at the step.
s_small = 0.05
spill_ratio = charge_parts(s_small)[1] / (s_small**3 / 5)
assert abs(spill_ratio - 1) < 5e-3
for s in (0.3, s_ex, 1.0):
    assert abs(density_inside(np.array([0.0]), s)[0] - 0.4 * s**2) < 1e-10

# Worked example
bohr = const.physical_constants['Bohr radius'][0] / const.angstrom
hartree = const.physical_constants['Hartree energy in eV'][0]
rs = 4.0
kF = (9 * np.pi / 4)**(1 / 3) / rs
EF = kF**2 / 2
a = neutral_position(s_ex) / kF
inside, outside = charge_parts(s_ex)
step_density = density_inside(np.array([0.0]), s_ex)[0]
print("WORKED EXAMPLE: rs = %.1f bohr, V0/EF = %.1f" % (rs, 1 / s_ex**2))
print("kF = %.5f 1/bohr" % kF)
print("bulk density nbar = %.6f 1/bohr^3" % (kF**3 / (3 * np.pi**2)))
print("EF = %.5f hartree = %.3f eV" % (EF, EF * hartree))
print("V0 = %.5f hartree = %.3f eV" % (EF / s_ex**2, EF / s_ex**2 * hartree))
print("s = kF/k0 = %.5f" % s_ex)
print("decay length 1/k0 = %.4f bohr" % (s_ex / kF))
print("kF*a, closed form = %.5f" % neutral_position(s_ex))
print("kF*a, density integral = %.5f" % -(inside + outside))
print("kF*a, mean over slabs = %.5f" % slab_mean)
print("step position a = %.4f bohr = %.4f angstrom" % (a, a * bohr))
print("infinite-barrier position = %.4f bohr = %.4f angstrom"
      % (HARD_WALL / kF, HARD_WALL / kF * bohr))
print("inside integral of n/nbar - 1 = %.4f bohr" % (inside / kF))
print("outside integral of n/nbar = %.4f bohr" % (outside / kF))
print("density at the step n/nbar = %.4f" % step_density)
print("largest slab phase mismatch = %.1e rad" % phase_error)
print("APPROACH TO THE INFINITE BARRIER (kF*a, dimensionless)")
print("V0/EF      s        closed     density    3pi/8 - s")
for ratio, value in zip(ratios, from_density):
    s = 1 / np.sqrt(ratio)
    print("%6.1f  %.5f   %8.5f   %8.5f   %8.5f"
          % (ratio, s, neutral_position(s), abs(value) if abs(value) < 5e-6
             else value, HARD_WALL - s))
print("infinite barrier: 3pi/8 = %.5f, density integral = %.5f"
      % (HARD_WALL, hard_wall_density))
print("outside charge over its leading form s^3/5 at s = %.2f: %.5f"
      % (s_small, spill_ratio))
print("done: every assertion held")
```

It prints:

```
WORKED EXAMPLE: rs = 4.0 bohr, V0/EF = 2.0
kF = 0.47979 1/bohr
bulk density nbar = 0.003730 1/bohr^3
EF = 0.11510 hartree = 3.132 eV
V0 = 0.23020 hartree = 6.264 eV
s = kF/k0 = 0.70711
decay length 1/k0 = 1.4738 bohr
kF*a, closed form = 0.42810
kF*a, density integral = 0.42810
kF*a, mean over slabs = 0.42827
step position a = 0.8923 bohr = 0.4722 angstrom
infinite-barrier position = 2.4554 bohr = 1.2994 angstrom
inside integral of n/nbar - 1 = -1.0600 bohr
outside integral of n/nbar = 0.1677 bohr
density at the step n/nbar = 0.2000
largest slab phase mismatch = 1.2e-04 rad
APPROACH TO THE INFINITE BARRIER (kF*a, dimensionless)
V0/EF      s        closed     density    3pi/8 - s
   1.0  1.00000    0.00000   -0.00001    0.17810
   1.5  0.81650    0.28952    0.28953    0.36160
   2.0  0.70711    0.42810    0.42810    0.47099
   4.0  0.50000    0.66446    0.66447    0.67810
  10.0  0.31623    0.85860    0.85861    0.86187
 100.0  0.10000    1.07800    1.07801    1.07810
infinite barrier: 3pi/8 = 1.17810, density integral = 1.17811
outside charge over its leading form s^3/5 at s = 0.05: 1.00054
done: every assertion held
```
